# Dipole bremsstrahlung in a Coulomb field: the Gaunt factor and its limits, part 3

A nonrelativistic, spinless electron scatters from a fixed point charge $Z$ and emits one dipole photon of frequency $\omega$; the Coulomb field is treated exactly. Hartree atomic units are used, with speed of light $1/\alpha$. The momenta are $k_i>k_f$, $E_i=k_i^2/2$, and

$$\eta_i=\frac Z{k_i},\quad\eta_f=\frac Z{k_f},\quad r=\frac{k_f}{k_i},\quad\delta=\eta_f-\eta_i,\quad L=\ln\frac{k_i+k_f}{k_i-k_f},$$

$$a=i\eta_f,\quad b=i\eta_i,\quad\xi=-\frac{4r}{(1-r)^2},\quad\vartheta=\xi\frac d{d\xi}.$$

The Gaunt factor $g$ is defined by

$$\frac{d\sigma}{d\omega}=\sigma_K\,g,\qquad \sigma_K=\frac{16\pi\alpha^3Z^2}{3\sqrt3\,k_i^2\,\omega}. \tag{1}$$

With $F(z)={}_2F_1(a,b;1;z)$ and $X=\vartheta|F|^2=2\operatorname{Re}(F^*\vartheta F)$ at $\xi$,

$$g=\frac{\pi\sqrt3}{(e^{2\pi\eta_i}-1)(1-e^{-2\pi\eta_f})}\;\xi\frac{d}{d\xi}\big|{}_2F_1(i\eta_f,i\eta_i;1;\xi)\big|^2, \tag{13}$$

$$g=\frac{2\sqrt3}{\pi k_ik_f}\sum_{l=0}^\infty(l+1)\big(R_{l,l+1}^2+R_{l+1,l}^2\big), \tag{14}$$

$$g=\frac{\pi\sqrt3\,e^{\pi\delta}X}{4\sinh\pi\eta_i\,\sinh\pi\eta_f}. \tag{15}$$

Here $R_{ll'}$ are radial integrals of $x^{-2}$ between Coulomb waves; $X$ is even in $Z$.

The loop functional $\mathcal L_c[\phi]=\frac1{2\pi i}\oint\frac{dt}t(1-\frac1t)^{-c}\phi(t)$, taken counterclockwise around the cut $[0,1]$, obeys, with $M$ Kummer's function,

$$\mathcal L_c[e^{vt}]=M(c,1,v),\qquad \mathcal L_c\Big[\frac1{U+Vt}\Big]=U^{c-1}(U+V)^{-c},\qquad \mathcal L_b\big[(1-zt)^{-a}\big]=F(z). \tag{7}$$

The Born value is $g_B=(\sqrt3/\pi)L$, and the Elwert form is

$$g_E=g_B\,\frac{\eta_f}{\eta_i}\,\frac{1-e^{-2\pi\eta_i}}{1-e^{-2\pi\eta_f}}. \tag{19}$$

With $\Lambda=2L$ and $I_n=\int_0^\Lambda u^n\,du/(1-e^{-u})$,

$$\frac g{g_E}=1+c(r)\,\eta_i^2+O(\eta_i^4),\qquad c(r)=-\frac{(1+r)^2\Lambda^2}{6r^2}+\frac{2I_1}{r}-\frac{I_2}{r\Lambda}-\frac{\pi^2}3. \tag{21}$$

At the tip ($r\to0$), $g_E\to(2\sqrt3/\pi)(1-e^{-2\pi\eta_i})$. There, at $\eta_i=1$, $g=1.10396$ and $g_E=1.10060$, much closer than $c(0)\eta_i^2$ suggests; the series diverges there.

For soft photons, with $\psi$ the digamma function and $\psi(1)=-\gamma$,

$$g\to\frac{\sqrt3}\pi\Big[\ln\frac{4E_i}\omega-\gamma-\operatorname{Re}\psi(1+i\eta_i)\Big], \tag{22}$$

$$g\to\frac{\sqrt3}\pi\ln\frac{2k_i^3}{e^\gamma Z\omega}\qquad(\eta_i\gg1,\ \pi\delta\ll1). \tag{23}$$

By part (a), the dipole approximation neglects the photon momentum against a momentum transfer of at least $k_i-k_f$; the ratio is at most $\alpha(k_i+k_f)/2$.

"The program" is the numerical check. In its output, `J` is the spatial integral behind the matrix element, and `bareX2` is (13) with $X$ replaced by $4\eta_i\eta_fL$.

## Part (h)

Take $Z>0$ and both $\eta_i$ and $\eta_f$ large. Evaluate $X$ by steepest descent, including the first correction, and state the condition under which the expansion holds.

**Solution.** From (7), and from $\xi\,\partial_\xi(1-\xi t)^{-a}=a\xi t\,(1-\xi t)^{-a-1}$,

$$F=\mathcal L_b[(1-\xi t)^{-a}],\qquad\vartheta F=\mathcal L_b[\,iu(t)(1-\xi t)^{-a}],\qquad u=\frac{\eta_f\,\xi t}{1-\xi t},$$

with a loop that encloses $[0,1]$ and excludes the branch point $1/\xi<0$. Just above the segment, $1-1/t=[(1-t)/t]\,e^{i\pi}$, because $\operatorname{Im}(1/t)<0$ there. Continued through the upper half plane, the product of powers is $e^{\pi\eta_i}e^{i\Phi}$ with

$$\Phi=\eta_i\ln\frac t{1-t}-\eta_f\ln(1-\xi t),\qquad\Phi'=\frac{\eta_i(1-\xi t)+\eta_f\xi\,t(1-t)}{t(1-t)(1-\xi t)}.$$

The numerator is $-\eta_f\xi t^2+\xi\delta\,t+\eta_i$, with discriminant $\xi(\xi\delta^2+4\eta_i\eta_f)$. Here $\delta=\eta_f(1-r)$ gives $\xi\delta^2=-4r\eta_f^2=-4\eta_i\eta_f$, so the discriminant vanishes. At the physical value of $\xi$ the two saddle points coincide, at $t_0=\delta/2\eta_f=(1-r)/2$. With $\tau=t-t_0$, and using $1-t_0=(1+r)/2$ and $1-\xi t_0=(1+r)/(1-r)$,

$$\Phi'=\frac{\kappa\tau^2}{(1+a_1\tau)(1-a_2\tau)(1+a_3\tau)},\qquad\kappa=\frac{-\eta_f\xi}{t_0(1-t_0)(1-\xi t_0)}=\frac{4\eta_i/(1-r)^2}{(1+r)^2/4}=\frac{16\eta_i}{(1-r^2)^2},$$

$$a_1=\frac1{t_0}=\frac{2(1+r)}{1-r^2},\qquad a_2=\frac1{1-t_0}=\frac{2(1-r)}{1-r^2},\qquad a_3=\frac{-\xi}{1-\xi t_0}=\frac{4r}{1-r^2}=a_1-a_2 .$$

*The contour.* Near $t_0$, $\Phi-\Phi_0\simeq\kappa\tau^3/3$, and two descent lines leave into the upper half plane at angles $\pi/6$ and $5\pi/6$. On them $\operatorname{Re}\Phi=\Phi_0$ and, since $\Phi'$ has no other zero, $\operatorname{Im}\Phi$ rises steadily from $0$. They cannot end at $0$, $1$, $1/\xi$ or infinity, where $\operatorname{Re}\Phi$ diverges. On the upper edge of the real axis $\operatorname{Im}\Phi$ is $0$ on $(0,1)$, $-\pi\delta$ on $t<1/\xi$, and $\pi\eta_i$ on $(1/\xi,0)$ and on $t>1$, so the lines end on the last two intervals. On each of these $\operatorname{Re}\Phi$ is monotonic and equals $\Phi_0$ at one point; two lines ending at the same point would enclose a region on whose boundary the harmonic function $\operatorname{Re}\Phi$ is constant, which is impossible, so one line ends on each interval. They form the upper half of an allowed loop, on which the modulus of the product of powers falls from $e^{\pi\eta_i}$ to 1. Close the loop with the mirror image. The modulus is $\exp[\eta_i\arg(1-1/t)+\eta_f\arg(1-\xi t)]$, and both arguments change sign under reflection, so on the lower half it is at most 1. Everything except the neighbourhood of $t_0$ is exponentially smaller.

*The expansion.* Define $s(\tau)$ by $\Phi-\Phi_0=\kappa s^3/3$, with $s\simeq\tau$. Let $u_0=u(t_0)$ and $u_1=u'(t_0)=\eta_f\xi/(1-\xi t_0)^2$, and expand with real coefficients

$$\frac{dt}t=\frac{ds}{t_0}(1+\alpha_1s+\alpha_2s^2+\dots),\qquad\frac{(u-u_0)\,dt}t=\frac{u_1\,ds}{t_0}(s+\beta_2s^2+\beta_3s^3+\dots).$$

Call the integrals of $e^{i\kappa s^3/3}$ against these two measures $\mathcal P$ and $\mathcal R$. The phase $e^{i\Phi_0}$, the factor $1/2\pi i$ and the direction of travel are common to $F$ and $\vartheta F$, so $F^*\vartheta F=(e^{2\pi\eta_i}/4\pi^2)\,i\,(u_0|\mathcal P|^2+\mathcal P^*\mathcal R)$. The $u_0$ term is imaginary and drops out exactly:

$$X=\frac{e^{2\pi\eta_i}}{2\pi^2}\operatorname{Re}[\,i\mathcal P^*\mathcal R\,].$$

The moments $T_n=\int s^ne^{i\kappa s^3/3}ds$ are taken in along the ray $5\pi/6$ and out along $\pi/6$, where $is^3=-|s|^3$. The angular factor is $e^{i\pi(n+1)/6}-e^{5i\pi(n+1)/6}=2i^n\sin[\pi(n+1)/3]$ and the radial integral is $\tfrac13(3/\kappa)^{(n+1)/3}\Gamma\big(\tfrac{n+1}3\big)$. So

$$T_0=\frac{\Gamma(\frac13)}{\sqrt3}\Big(\frac3\kappa\Big)^{1/3},\quad T_1=\frac{i\,\Gamma(\frac23)}{\sqrt3}\Big(\frac3\kappa\Big)^{2/3},\quad T_2=0,\quad T_3=\frac{i\,\Gamma(\frac43)}{\sqrt3}\Big(\frac3\kappa\Big)^{4/3}.$$

These are the Airy function and its derivatives at zero argument, real for even $n$ and imaginary for odd $n$. A product $T_m^*T_n$ with $m+n$ even is real and does not survive $\operatorname{Re}[i\,\cdot\,]$.

At leading order, $\Gamma(\tfrac13)\Gamma(\tfrac23)=2\pi/\sqrt3$ gives $T_0T_1=2\pi i/(\sqrt3\kappa)$, and

$$X=\frac{e^{2\pi\eta_i}}{\pi\sqrt3}\Big(-\frac{u_1}{t_0^2\kappa}\Big),\qquad-\frac{u_1}{t_0^2\kappa}=\frac{1-t_0}{t_0(1-\xi t_0)}=\frac{1+r}{1-r}\cdot\frac{1-r}{1+r}=1 .$$

In (13) the factor $e^{2\pi\eta_i}$ cancels the denominator up to exponentially small terms, and $g\to1$. This is the Kramers limit, and it is the reason for the constant chosen in (1).

The next surviving order has $m+n=3$. The terms $\alpha_1\beta_2T_1^*T_2$ and $\alpha_2T_2^*T_1$ vanish with $T_2$, which leaves the relative correction $\beta_3T_3/T_1=\beta_3\,3^{-1/3}\kappa^{-2/3}\Gamma(\tfrac13)/\Gamma(\tfrac23)$. To find $\beta_3$, note $u-u_0=\eta_f\xi\tau/[(1-\xi t)(1-\xi t_0)]$, so the second measure is $(u_1/t_0)\,\tau\,m(\tau)\,d\tau$ with $m=1/[(1+a_1\tau)(1+a_3\tau)]$. The coefficient of $s^3$ is the residue of $\tau m\,d\tau/s^4$. With $s^3=\tau^3(1+Y)$ it is the coefficient of $\tau^2$ in $m\,(1+Y)^{-4/3}$.

Expand $\Phi'=\kappa\tau^2(1+p_1\tau+p_2\tau^2+\dots)$. The denominator is $1+e_1\tau+e_2\tau^2+\dots$ with $e_1=a_1-a_2+a_3=2a_3$ and $e_2=-a_1a_2+a_3(a_1-a_2)=a_3^2-a_1a_2$, so $p_1=-2a_3$ and $p_2=e_1^2-e_2=3a_3^2+a_1a_2$. Integrating, $Y=\tfrac34p_1\tau+\tfrac35p_2\tau^2$. Then $(1+Y)^{-4/3}=1-\tfrac43Y+\tfrac{14}9Y^2$ has linear coefficient $2a_3$ and quadratic coefficient $-\tfrac45(3a_3^2+a_1a_2)+\tfrac72a_3^2=\tfrac{11}{10}a_3^2-\tfrac45a_1a_2$. The function $m$ has coefficients $-(a_1+a_3)$ and $a_1^2+a_1a_3+a_3^2$. Collecting,

$$\beta_3=a_1^2+a_1a_3+a_3^2-2a_3(a_1+a_3)+\tfrac{11}{10}a_3^2-\tfrac45a_1a_2=a_1(a_1-a_3)+\tfrac1{10}a_3^2-\tfrac45a_1a_2=\tfrac15a_1a_2+\tfrac1{10}a_3^2 .$$

With $a_1a_2=4(1-r^2)/(1-r^2)^2$ and $a_3^2=16r^2/(1-r^2)^2$ this is $\beta_3=4(1+r^2)/[5(1-r^2)^2]$. Since $16^{2/3}=4\cdot4^{1/3}$,

$$g=1+\frac{\Gamma(\frac13)}{5\cdot12^{1/3}\,\Gamma(\frac23)}\,\frac{1+r^2}{[(1-r^2)\eta_i]^{2/3}}+O\big([(1-r^2)\eta_i]^{-4/3}\big), \tag{24}$$

with numerical coefficient $0.172826$. The order $m+n=4$ is real and drops out, which fixes the size of the remainder.

*The condition.* The saddle region has width $\kappa^{-1/3}$, and each further power of $s$ brings a factor $a_j$, of order $1/(1-r^2)$. The expansion parameter is $\kappa^{-1/3}/(1-r^2)\sim[(1-r^2)\eta_i]^{-1/3}$, and $(1-r^2)\eta_i=\eta_i\omega/E_i=2Z\omega/k_i^3$. The Kramers limit needs $\omega\gg k_i^3/Z$ with $\omega\le E_i$. This is equivalent to $\eta_i\gg1$ and $\delta\gg1$ together: $(1-r^2)\eta_i$ never exceeds $\eta_i$ or $2\delta$, since it equals $r(1+r)\delta$, and it is at least $\tfrac34\eta_i$ for $r\le\tfrac12$ and at least $\tfrac34\delta$ for $r\ge\tfrac12$. The time $Z/k_i^3$ is that needed to cross the region $x\sim Z/k_i^2$ where potential and kinetic energy are comparable. Higher frequencies give (24), and lower ones give the logarithm (23). For repulsion, (15) multiplies (24) by $e^{-2\pi|\delta|}$, so there is no Kramers plateau. At the tip $g_E$ tends to $2\sqrt3/\pi$ for large $\eta_i$ while $g$ tends to 1, so the Elwert form does not contain this limit.

| $\eta_i$ | $r$ | exact $g$ | two terms of (24) |
|---|---|---|---|
| 30 | 0.1 | 1.017650 | 1.018201 |
| 240 | 0.1 | 1.004517 | 1.004550 |
| 30 | 0.5 | 1.026506 | 1.027106 |
| 240 | 0.5 | 1.006740 | 1.006776 |

The program tests that $g-1$ equals the correction in (24) within $2\,\%$ of it at $\eta_i=240$, and that the remainder falls by $8^{4/3}=16$, within $15\,\%$, between the two values of $\eta_i$. It also tests the loop representation by quadrature and the saddle algebra symbolically.

## Part (i)

An electron of energy $50$ Hartree ($1360.6$ eV) meets a bare nucleus with $Z=6$ and emits a photon of $32$ Hartree ($870.8$ eV). Compute $g$, compare it with each limiting form, find the cross section, and judge how far the model applies.

**Solution.** The momenta are $k_i=\sqrt{100}=10$ and $k_f=\sqrt{2(50-32)}=6$ bohr⁻¹. Thus $\eta_i=0.6$, $\eta_f=1$, $r=0.6$, $\xi=-4\cdot10\cdot6/4^2=-15$ and $L=\ln(16/4)=1.386294$. The hypergeometric function and its derivative at $\xi$ are

$$F=1.657014-3.553241\,i,\qquad F'=0.104457+0.138187\,i,$$

so that

$$X=2(-15)\,\big[(1.657014)(0.104457)+(-3.553241)(0.138187)\big]=9.5377 .$$

With $e^{2\pi\eta_i}-1=42.37621$ and $1-e^{-2\pi\eta_f}=0.998133$, equation (13) gives

$$g=\frac{\pi\sqrt3\,(9.537736)}{(42.37621)(0.998133)}=1.2270 .$$

The partial-wave sum (14) for the same $\eta_i,\eta_f$ gives $1.2270025$. Its first four terms, $l=0$ to $3$, are $0.668523$, $0.342346$, $0.135872$ and $0.050891$, so more than half of the emission comes from transitions between $s$ and $p$ waves.

The Born value is $g_B=(\sqrt3/\pi)(1.386294)=0.764304$, which is $38\,\%$ below $g$, as expected with $\eta_f=1$. The Elwert factor is $(1/0.6)(0.976946/0.998133)=1.631289$, so $g_E=(0.764304)(1.631289)=1.246801$ and $g/g_E-1=-0.0159$. Formula (21) with $c(0.6)=-0.0438$ predicts $(-0.0438)(0.6)^2=-0.0158$. The two numbers are close, but this does not show that each higher order is small at $\eta_i=0.6$, since successive terms can cancel. The tip value at $\eta_i=1$ in part (f) shows that such agreement cannot be assumed elsewhere. The parameter $\eta_i\omega/E_i=0.6\times32/50$ is below 1, so (24) is outside its range. Its leading term $1$ lies below $g$ and its two-term value $1.444898$ lies above, each by about $18\,\%$ of $g$.

With $\alpha=0.007297353$,

$$\sigma_K=\frac{16\pi\alpha^3\cdot36}{3\sqrt3\cdot100\cdot32}=4.22899\times10^{-8}\ \text{bohr}^2/\text{Hartree},\qquad\frac{d\sigma}{d\omega}=\sigma_Kg=5.18898\times10^{-8}\ \text{bohr}^2/\text{Hartree},$$

and $\omega\,d\sigma/d\omega=32\times5.18898\times10^{-8}=1.6605\times10^{-6}$ bohr², which is $46.5$ barn.

These digits belong to the model. The incident speed is $0.0730$ of the speed of light. Retardation enters the amplitude at first order in this ratio, by part (a). Its first-order interference with the dipole amplitude is odd in the photon direction and integrates to zero in $d\sigma/d\omega$, so retardation and relativistic corrections are expected at relative order $(\alpha k_i)^2$ and $(\alpha Z)^2$. Their coefficients are not derived here, and the third figure of $46.5$ barn should not be trusted for a real carbon nucleus. The formula also assumes an unscreened charge. With bound electrons, or in a plasma, the field departs from $Z/x^2$. The soft logarithm of (22) is built by collisions out to distances of order $k_i/\omega$, so once that length exceeds the screening length only the unscreened remainder of the charge contributes. For an ion of net charge $Z_{\rm ion}$ the logarithm keeps growing with its slope reduced by $(Z_{\rm ion}/Z)^2$, and for a neutral atom or a fully screened charge it stops growing.

## Values computed for the example and the checks

```
eta_i=1.0000 eta_f=2.0000: g partial waves=1.1793229, closed=1.1793229
eta_i=-0.8333 eta_f=-1.6667: g partial waves=0.0063000, closed=0.0063000
eta_i=0.6000 eta_f=1.0000: g partial waves=1.2270025, closed=1.2270025
last case, terms l=0..3: 0.668523 0.342346 0.135872 0.050891
J (lambda=2) quadrature=1.30607215-0.24312355j, closed=1.30607215-0.24312355j bohr^2
Z=2,k=3: d(w dsigma/dw)/dln(1/w)=9.211112e-07, Larmor-Rutherford=9.211115e-07 bohr^2
c(r->0)=0.0435, (10-pi^2)/3=0.0435, c(0.6)=-0.0438
min c=-0.2076 at r=0.973; max|c| on grid=0.2076
tip eta_i=1: g=1.10396, Elwert=1.10060
eta_i=0.01 eta_f=0.02: g=0.624718 Born=0.605697 Elwert=0.624719
eta_i=0.01 eta_f=10.0: g=0.067151 Born=0.001103 Elwert=0.067150
soft eta=2,w/E=1e-6: g=7.66901 soft=7.66898 Elwert=8.38120 bareX2=0.00462
soft eta=50,w/E=1e-6: g=5.9066 classical log=5.9061
Kramers correction coefficient=0.172826
eta_i=30 r=0.1: g=1.017650 two-term=1.018201
eta_i=240 r=0.1: g=1.004517 two-term=1.004550
eta_i=30 r=0.5: g=1.026506 two-term=1.027106
eta_i=240 r=0.5: g=1.006740 two-term=1.006776
example: Z=6, E_i=50 Ha (1360.6 eV), w=32 Ha (870.8 eV)
alpha=0.007297353, v_i/c=0.0730
k_i=10.0000, k_f=6.0000 1/bohr; eta_i=0.6000, eta_f=1.0000
r=0.6000, xi=-15.0000, L=1.386294
F=1.657014-3.553241j, dF/dxi=0.104457+0.138187j, X=9.537736
e^(2pi eta_i)-1=42.37621, 1-e^(-2pi eta_i)=0.976946
1-e^(-2pi eta_f)=0.998133, Elwert factor=1.631289
g=1.227003, Born=0.764304, Elwert=1.246801, two-term Kramers=1.444898
g/g_E-1=-0.01588, c(r) eta_i^2=-0.01578
sigK=4.228988e-08, dsigma/dw=5.188979e-08 bohr^2/Ha
w dsigma/dw=1.660473e-06 bohr^2 = 46.50 barn
```
